# Force and pressure from the alpha-Z term, with an aluminium model

## Question

I am writing a small plane-wave code for variable-cell molecular dynamics. Besides the Hartree, Ewald and local-pseudopotential sums over $\mathbf G\neq0$, the total energy needs a constant

$$E_{\alpha Z}=\frac{N}{\Omega}\sum_a\alpha_a ,\qquad \alpha_a=\int d^3r\,\Big[v_a(r)+\frac{Z_a}{r}\Big],$$

where $N$ is the number of valence electrons in the cell, $\Omega$ the cell volume, $v_a$ the local pseudopotential of ion $a$ and $Z_a$ its valence charge.

It contains no ionic positions, so I left it out of the forces. I also left it out of the stress: the average density is $n_0=N/\Omega$, the term is $n_0\sum_a\alpha_a$, and at given $n_0$ nothing in it depends on the cell. My pressures are badly wrong. Where does the term come from, what does it contribute to forces and stress, and how large is it for something like aluminium with an empty-core potential?

## Answer

Leaving it out of the forces is right. The stress argument fails because it holds the wrong quantity fixed. When a closed cell is strained, the number of electrons $N$ stays the same and the density $n_0=N/\Omega$ changes. I use Hartree atomic units throughout.

### Where the term comes from

Write each potential as a point-charge part plus a remainder,

$$v_a(r)=-\frac{Z_a}{r}+u_a(r),\qquad \alpha_a=\int u_a\,d^3r .$$

The integral exists if $u_a$ is integrable near the origin (a $1/r$ singularity is harmless) and falls off at large $r$ at least as fast as $r^{-3-\delta}$ for some $\delta>0$. The $\mathbf G=0$ parts of the Coulomb energies diverge separately, so replace $1/r$ in the point-charge interactions by $e^{-\mu r}/r$, leaving the $u_a$ as they are, and let $\mu\to0$ at the end. The integral needed is

$$\int d^3r\,\frac{e^{-\mu r}}{r}=4\pi\int_0^\infty r\,e^{-\mu r}dr=\frac{4\pi}{\mu^2}.$$

With $Z_{\rm tot}=\sum_aZ_a$, the $\mathbf G=0$ contributions per cell are as follows.

- Electron-electron: a uniform density $N/\Omega$ interacting with itself gives $\tfrac12N\,\dfrac{N}{\Omega}\,\dfrac{4\pi}{\mu^2}=\dfrac{2\pi N^2}{\mu^2\Omega}$.
- Electron-ion: each ion contributes $N/\Omega$ times the integral of its potential, in total $-\dfrac{4\pi NZ_{\rm tot}}{\mu^2\Omega}+\dfrac{N}{\Omega}\sum_a\alpha_a$.
- Ion-ion: the average part of the pair sum is $\dfrac{2\pi Z_{\rm tot}^2}{\mu^2\Omega}$.

Their sum is

$$\frac{2\pi}{\mu^2\Omega}\,(N-Z_{\rm tot})^2+\frac{N}{\Omega}\sum_a\alpha_a .$$

For a neutral cell the first part is zero at every $\mu>0$, so it is also zero in the limit. The second part is $E_{\alpha Z}$.

What is left of the ion-ion energy is

$$E_{\rm Ew}=\lim_{\mu\to0}\Big[E_{\rm pairs}(\mu)-\frac{2\pi Z_{\rm tot}^2}{\mu^2\Omega}\Big],$$

where $E_{\rm pairs}$ is the screened repulsion between distinct ions, periodic images included. This is the energy of point ions in a uniform neutralizing background: the ion-background energy is $-4\pi Z_{\rm tot}^2/(\mu^2\Omega)$, the background self-energy is $+2\pi Z_{\rm tot}^2/(\mu^2\Omega)$, and together they give the subtracted term. So $E_{\alpha Z}$ is the correction, for the uniform part of the electron density, for the fact that your ions are not point charges. The rest of that correction is in the $\mathbf G\neq0$ sum over the local pseudopotential.

Note that $N$ multiplies the sum of all the $\alpha_a$: every electron samples every core, not just those of the ion it came from. Doubling the cell doubles $N$, $\sum_a\alpha_a$ and $\Omega$, so the energy doubles, as it must.

### Why there is no force

The uniform part of the density meets the remainders of ion $a$ and all its images $\mathbf L$. Integrating over one cell and summing over images is the same as integrating one remainder over all space:

$$\frac N\Omega\sum_{\mathbf L}\int_{\rm cell}u_a(\mathbf r-\mathbf R_a-\mathbf L)\,d^3r=\frac N\Omega\int_{\rm all}u_a(\mathbf r-\mathbf R_a)\,d^3r=\frac N\Omega\,\alpha_a .$$

Shifting the integration variable removes $\mathbf R_a$, hence $-\partial E_{\alpha Z}/\partial\mathbf R_a=0$. Self-consistency does not alter this. The density rearranges when an ion moves, but $E_{\alpha Z}$ depends on the density through $N$ alone.

The same potential does exert forces through its other Fourier components. Take a density $n=(N/\Omega)[1+c\cos(\mathbf G\cdot\mathbf r)]$ and let $u_a(G)$ be the Fourier transform of the spherical remainder. Its energy is

$$E=\frac N\Omega\big[\alpha_a+c\,u_a(G)\cos(\mathbf G\cdot\mathbf R_a)\big],$$

and at fixed density the force is

$$\mathbf F_a=-\frac{\partial E}{\partial\mathbf R_a}=\frac N\Omega\,c\,u_a(G)\,\mathbf G\,\sin(\mathbf G\cdot\mathbf R_a).$$

The factor $\mathbf G$ produced by the derivative is what removes the $\mathbf G=0$ term.

### Stress and pressure

Under a homogeneous strain, $\mathbf r\to(1+\varepsilon)\mathbf r$ and $\Omega\to\Omega\det(1+\varepsilon)$. To first order the determinant is $1+\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}$, because off-diagonal elements enter only in products. Therefore $\partial\Omega/\partial\varepsilon_{ij}=\Omega\,\delta_{ij}$ at zero strain.

Keep $N$ and the $\alpha_a$ fixed. The pseudopotential is a given function of distance and is not stretched with the cell. Then

$$\frac{\partial E_{\alpha Z}}{\partial\Omega}=-\frac{N}{\Omega^2}\sum_a\alpha_a=-\frac{E_{\alpha Z}}{\Omega},$$

and with stress counted positive in tension,

$$\sigma_{ij}=\frac1\Omega\frac{\partial E_{\alpha Z}}{\partial\varepsilon_{ij}}=-\frac{E_{\alpha Z}}{\Omega}\,\delta_{ij},\qquad P_{\alpha Z}=-\frac{\partial E_{\alpha Z}}{\partial\Omega}=+\frac{E_{\alpha Z}}{\Omega}.$$

A shear that conserves volume leaves the term unchanged. Since $P_{\alpha Z}\propto\Omega^{-2}$, the contribution to the bulk modulus is $-\Omega\,\partial P_{\alpha Z}/\partial\Omega=2P_{\alpha Z}$.

Three conditions matter in a code:

- If the potentials themselves change with volume, the pressure gains the term $-(N/\Omega)\sum_a d\alpha_a/d\Omega$.
- If the cell is charged, the $\mu^{-2}$ term survives and a further convention is needed.
- If your Kohn-Sham potential already contains the constant $\sum_a\alpha_a/\Omega$, every eigenvalue is shifted by that amount and the orbitals are unchanged. The eigenvalue sum over $N$ occupied electrons then already includes $N\sum_a\alpha_a/\Omega=E_{\alpha Z}$, so a total energy that takes its local-pseudopotential energy from that sum must not add it again. An energy assembled from the kinetic term and the $\mathbf G\neq0$ sums still needs $E_{\alpha Z}$, and a stress assembled from those terms still needs $-(E_{\alpha Z}/\Omega)\,\delta_{ij}$.

### The empty-core ion

Here $v=0$ for $r<r_c$ and $v=-Z/r$ outside, so $u=Z/r$ inside the core and zero outside:

$$\alpha=\int_0^{r_c}4\pi r^2\,\frac Zr\,dr=2\pi Zr_c^2 .$$

The Fourier transform gives the same result from the small-$q$ side:

$$u(q)=4\pi\int_0^{r_c}r^2\,\frac Zr\,\frac{\sin qr}{qr}\,dr=\frac{4\pi Z}{q^2}\,(1-\cos qr_c)\;\xrightarrow{q\to0}\;2\pi Zr_c^2,$$

because $1-\cos qr_c\approx q^2r_c^2/2$. The sign is positive because the core removes attraction. As $r_c\to0$ the ion becomes a point charge and $\alpha$ vanishes. For one atom per primitive cell, $N=Z$ and

$$E_{\alpha Z}=\frac{2\pi Z^2r_c^2}{\Omega},\qquad P_{\alpha Z}=\frac{2\pi Z^2r_c^2}{\Omega^2}.$$

### Numbers for an aluminium model

Take an fcc crystal with $Z=3$, lattice constant $a=7.7$ bohr (the rough size for aluminium) and a round model value $r_c=1.1$ bohr. Then, per atom,

$$\Omega=\frac{7.7^3}{4}=114.13\ \text{bohr}^3,\qquad \alpha=2\pi\cdot3\cdot1.1^2=22.81\ \text{hartree bohr}^3,$$

$$E_{\alpha Z}=\frac{3\times22.81}{114.13}=0.5995\ \text{hartree}\quad(16.3\ \text{eV}),$$

$$P_{\alpha Z}=\frac{0.5995}{114.13}=0.00525\ \text{hartree/bohr}^3\quad(155\ \text{GPa}).$$

The contribution to the bulk modulus is twice this pressure, 309 GPa.

### What this pressure balances

To see what happens when the term is missing, put it beside the other energies of a model whose electron density is kept uniform: those of a uniform electron gas and of point ions in a uniform background. The Fermi wave number is $k_F=(3\pi^2Z/\Omega)^{1/3}=0.920$ bohr$^{-1}$.

**Kinetic energy.** The average of $k^2/2$ over the Fermi sphere is $\dfrac{3}{k_F^3}\displaystyle\int_0^{k_F}k^2\,\frac{k^2}{2}\,dk=\frac{3k_F^2}{10}$. Three electrons have $0.761$ hartree.

**Exchange energy.** The density matrix of one spin at separation $s$, with $x=k_Fs$, is

$$\rho(s)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf s}=\frac{k_F^3}{2\pi^2}\,\frac{j_1(x)}{x},\qquad j_1=\frac{\sin x-x\cos x}{x^2}.$$

The exchange energy per volume, summed over two spins, is

$$-\frac12\cdot2\int\frac{\rho^2}{s}\,d^3s=-\frac{k_F^4}{\pi^3}\,I,\qquad I=\int_0^\infty\frac{j_1^2}{x}\,dx .$$

To find $I$, set $w=xj_1$, which obeys $w''+(1-2/x^2)w=0$. Multiply by $2w'$ and integrate, using integration by parts on the last term:

$$\big[w'^2+w^2\big]_0^\infty=2\int_0^\infty\frac{(w^2)'}{x^2}\,dx=2\Big[\frac{w^2}{x^2}\Big]_0^\infty+4\int_0^\infty\frac{w^2}{x^3}\,dx=4I .$$

The boundary term on the right vanishes because $w\approx x^2/3$ near zero and $w\to-\cos x$ far out. The left side is $1-0$. So $I=\tfrac14$. Dividing by the density $k_F^3/3\pi^2$ gives $-3k_F/(4\pi)$ per electron, or $-0.659$ hartree per atom.

**Ewald energy.** An Ewald summation for the fcc lattice gives $E_{\rm Ew}=-2.679$ hartree per atom.

The pressures follow from the volume scaling. If $E\propto\Omega^{-p}$, then $P=-dE/d\Omega=pE/\Omega$. Since $k_F\propto\Omega^{-1/3}$, the kinetic energy has $p=2/3$ and exchange has $p=1/3$. The Ewald energy is an inverse length, so it also has $p=1/3$. The alpha-Z term has $p=1$.

| Term | Pressure (GPa) |
|---|---:|
| Kinetic | 130.9 |
| Exchange | −56.6 |
| Ewald | −230.2 |
| Sum without alpha-Z | −156.0 |
| Alpha-Z | 154.5 |
| Sum with alpha-Z | −1.4 |

Without the alpha-Z term the model has a pressure of $-156$ GPa, so a variable-cell run started at this volume would be driven to contract. With it, the large terms of this uniform-density model nearly cancel. (The sums in the table are formed from unrounded values.)

The remaining $-1.4$ GPa is not a prediction for the metal. Within the model the remainder is sensitive to the core radius. Because $P_{\alpha Z}\propto r_c^2$, a 1% increase in $r_c$ raises the model pressure by about 2% of 155 GPa, or 3 GPa. Setting the model total to zero at this volume gives $r_c=1.105$ bohr, less than half a percent above the round value used here.

The model also omits correlation and the response of the electron density to the ions, and both are larger than the remainder. LDA correlation adds about $-5$ GPa. A second-order estimate of the $\mathbf G\neq0$ response (Lindhard function with LDA screening) adds about $-29$ GPa, for a total near $-36$ GPa at $r_c=1.1$ bohr. In that estimate the total falls rather than rises as $r_c$ goes from 0.9 to 1.3 bohr. A code that includes the $\mathbf G\neq0$ terms should therefore not be expected to give zero pressure with this potential at this volume.

The 155 GPa also belongs to this way of dividing the energy. Another local potential with the same valence charge in general has a different $\alpha$, and even the sign can change: the local part of the three-electron GTH-Padé pseudopotential for aluminium has $\alpha=-8.37$ hartree bohr$^3$, which gives $P_{\alpha Z}=-57$ GPa at the same volume. The Ewald term stays the same, because it depends only on the valence charges and the geometry, but in a full calculation the $\mathbf G\neq0$ terms, any nonlocal part and the response of the density change too. It is the total pressure that can be compared with a measurement. In your code, add $-(E_{\alpha Z}/\Omega)\,\delta_{ij}$ to the stress and leave the forces as they are. This assumes that the Ewald energy and stress are those of point ions in a neutralizing background, with the background term included. A code that instead smears each ion into a Gaussian charge with potential $-Z\,\mathrm{erf}(r/R_c)/r$ and carries no background term needs $\alpha-\pi ZR_c^2$ in place of $\alpha$. In the aluminium model with $R_c=1.2$ bohr the difference is 92 GPa.
